\section*{Average Hamiltonians for Lee-Goldburg, WAHUHA and MREV-8}

\section{Problem}

A static solid contains $N$ spins $1/2$ of one nuclear species in a high magnetic field along $z$. In the frame rotating at the reference frequency, and in atomic units ($\hbar=1$), the internal Hamiltonian is
\begin{equation}
H=\sum_i\delta_i I_{iz}+\sum_{i<j}D_{ij}\left(3I_{iz}I_{jz}-\mathbf I_i\cdot\mathbf I_j\right).
\label{H}
\end{equation}
Here $\delta_i$ is the shift of spin $i$ from the reference, expressed as an energy, and $D_{ij}$ is the dipolar coupling. The radio-frequency (rf) field is homogeneous. Pulses are ideal: a pulse of phase $\phi$ is the instantaneous operator $P_\phi=\exp(-i\pi F_\phi/2)$, with $\mathbf F=\sum_i\mathbf I_i$. The symbols $X$, $-X$, $Y$, $-Y$ denote pulses about the corresponding axes. The signal is sampled once per cycle.

\begin{enumerate}
\item[(a)] Derive the dipolar part of (\ref{H}) and find $D_{ij}$ from the positions of the nuclei.
\item[(b)] An rf field makes $I_{iz}$ follow a unit vector $\mathbf e(t)$, so that $I_{iz}\to\mathbf e(t)\cdot\mathbf I_i$. Find the zeroth-order average Hamiltonian and the condition on $\mathbf e(t)$ that removes the dipolar part.
\item[(c)] Lee-Goldburg irradiation is continuous, with offset $\Delta>0$ and rf amplitude $\omega_1$ along $x$. Find the ratio $\omega_1/\Delta$ that satisfies the condition, and the shift scale factor.
\item[(d)] Do the same for the WAHUHA cycle
\[
\tau,\;X,\;\tau,\;-Y,\;2\tau,\;Y,\;\tau,\;-X,\;\tau .
\]
\item[(e)] MREV-8 is this cycle followed by a second one in which $X$ and $-X$ are exchanged. Find its dipolar average and its scale factor.
\item[(f)] Which of the three schemes can have a correction of first order in the cycle time? Evaluate it for MREV-8.
\item[(g)] Three protons sit at $(0,0,0)$, $(0,0,2)$ and $(2,0,0)$ \AA, with shifts $8$, $-5$ and $2\times10^{-12}$ eV. Take $\hbar/\tau=10^{-9}$ eV for the pulsed cycles and an effective Lee-Goldburg field of $10^{-9}$ eV. Find the scaled shift separation of protons 1 and 2, and judge the zeroth-order result.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Fast precession about $z$ averages the full dipolar energy over the azimuth of the internuclear vector.
\item[(b)] The product $\mathbf I_i\cdot\mathbf I_j$ is unchanged by a common rotation of both spins. The rest depends on the time averages of $e_a$ and $e_ae_b$.
\item[(c)] Split the unit vector $\hat{\mathbf z}$ into parts along and perpendicular to the effective field.
\item[(d)] In $U^\dagger I_zU$ with $U=P_k\cdots P_1$, the latest pulse acts on $I_z$ first.
\item[(e)] Compare how a sign change of $\mathbf e$ affects $e_a$ and $e_a^2$.
\item[(f)] Ask what happens to a product of exponentials when it is inverted, if the order of its factors reads the same in both directions.
\item[(g)] Compare the correction with the averaged shift term, which is much smaller than the original dipolar term.
\end{enumerate}

\section{Solution}

\subsection{(a) The secular coupling}

In atomic units $4\pi\varepsilon_0=1$ and the speed of light is $1/\alpha$, so $\mu_0/4\pi=\alpha^2$. A proton has moment $\gamma\mathbf I$ with $\gamma=g_p/(2m_p)$, where $m_p$ is in electron masses. Two moments separated by $r\,\mathbf u$, with $\mathbf u$ a unit vector, have the energy
\begin{equation}
V=\frac{\alpha^2\gamma^2}{r^3}\left[\mathbf I_1\cdot\mathbf I_2-3(\mathbf u\cdot\mathbf I_1)(\mathbf u\cdot\mathbf I_2)\right].
\end{equation}
In the rotating frame $\mathbf u$ turns about $z$ at the Larmor frequency. If this is much larger than the couplings, $V$ may be replaced by its average over the turn. With $\theta_{12}$ the angle between $\mathbf u$ and $z$, and $c=\cos\theta_{12}$, the averages are $\langle u_x^2\rangle=\langle u_y^2\rangle=(1-c^2)/2$ and $u_z^2=c^2$, and the mixed products average to zero. Since $I_{1x}I_{2x}+I_{1y}I_{2y}=\mathbf I_1\cdot\mathbf I_2-I_{1z}I_{2z}$, the bracket becomes
\begin{align}
&\mathbf I_1\cdot\mathbf I_2\left[1-\tfrac32(1-c^2)\right]+I_{1z}I_{2z}\left[\tfrac32(1-c^2)-3c^2\right]\nonumber\\
&\qquad=\frac{1-3c^2}{2}\left(3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2\right).
\end{align}
Therefore
\begin{equation}
D_{ij}=\frac{\alpha^2\gamma^2}{2r_{ij}^3}\left(1-3\cos^2\theta_{ij}\right).
\label{D}
\end{equation}

\subsection{(b) The average and the condition}

Let $U_{\rm rf}$ be the propagator of the rf field alone, including a common offset if there is one, and write $U=U_{\rm rf}U_{\rm int}$. Inserting this in $i\dot U=(H_{\rm rf}+H)U$ and using $i\dot U_{\rm rf}=H_{\rm rf}U_{\rm rf}$ leaves
\begin{equation}
i\dot U_{\rm int}=\tilde H(t)U_{\rm int},\qquad \tilde H=U_{\rm rf}^\dagger HU_{\rm rf}.
\end{equation}
The rf field is cyclic if $U_{\rm rf}(T)=\pm1$. The sign drops out of all expectation values, $\tilde H$ has period $T$, and each cycle repeats the same $U_{\rm int}(T)$. Define $U_{\rm int}(T)=\exp(-iTH_{\rm eff})$. Expanding both sides,
\begin{equation}
1-iTH_{\rm eff}+\dots=1-i\int_0^T\tilde H\,dt+\dots,
\end{equation}
where the omitted terms are of second and higher order in $HT$. Hence
\begin{equation}
H_{\rm eff}=\bar H^{(0)}+O(H^2T),\qquad \bar H^{(0)}=\frac1T\int_0^T\tilde H\,dt .
\end{equation}
The expansion requires that $H$ change the state little during one cycle. The zeroth order alone is adequate only if, in addition, the correction of order $H^2T$ is small compared with $\bar H^{(0)}$, which can be much smaller than $H$.

With $I_{iz}\to\mathbf e(t)\cdot\mathbf I_i$ and $\mathbf I_i\cdot\mathbf I_j$ invariant,
\begin{equation}
\bar H^{(0)}=\sum_i\delta_i\,\bar{\mathbf e}\cdot\mathbf I_i+\sum_{i<j}D_{ij}\sum_{ab}\left(3\langle e_ae_b\rangle-\delta_{ab}\right)I_{ia}I_{jb},
\label{avg}
\end{equation}
where $a,b$ run over $x,y,z$, and $\delta_{ab}$ is the Kronecker symbol. For $i\neq j$ the nine products $I_{ia}I_{jb}$ are linearly independent, so a nonzero coupling vanishes if and only if
\begin{equation}
\langle e_ae_b\rangle=\tfrac13\delta_{ab}.
\label{cond}
\end{equation}
The shifts depend on the first moment of $\mathbf e$ and the dipolar term on the second. This is why one can survive while the other is removed. Writing $\bar{\mathbf e}=s\,\mathbf n$ with $|\mathbf n|=1$, each spin precesses about $\mathbf n$ at the scaled frequency $s\delta_i$.

\subsection{(c) Lee-Goldburg}

The field Hamiltonian is $\Delta F_z+\omega_1F_x=\omega_e\,\mathbf n\cdot\mathbf F$, with
\begin{equation}
\omega_e=\sqrt{\Delta^2+\omega_1^2},\qquad \mathbf n=(\sin\theta,0,\cos\theta),\qquad \tan\theta=\frac{\omega_1}{\Delta}.
\end{equation}
The cycle time is $T=2\pi/\omega_e$, and a full turn of $N$ spins $1/2$ gives $U_{\rm rf}(T)=(-1)^N$. Introduce $\mathbf m=(\cos\theta,0,-\sin\theta)$. Then $\mathbf m,\hat{\mathbf y},\mathbf n$ form a right-handed triad, and
\begin{equation}
\hat{\mathbf z}=\cos\theta\,\mathbf n-\sin\theta\,\mathbf m .
\end{equation}
Conjugation by $U_{\rm rf}$ leaves $I_n$ unchanged. For $I_m$, the commutator $[I_n,I_m]=iI_y$ gives an initial rate of change $i\omega_e[I_n,I_m]=-\omega_eI_y$, so $I_m\to I_m\cos\omega_et-I_y\sin\omega_et$. Thus
\begin{equation}
\mathbf e(t)=\cos\theta\,\mathbf n-\sin\theta\left(\mathbf m\cos\omega_et-\hat{\mathbf y}\sin\omega_et\right).
\label{LGe}
\end{equation}
Over one turn $\bar{\mathbf e}=\cos\theta\,\mathbf n$. The cosine and sine squared average to $1/2$ and their product to zero. Since $m_am_b+y_ay_b=\delta_{ab}-n_an_b$,
\begin{align}
\langle e_ae_b\rangle&=\cos^2\theta\,n_an_b+\tfrac12\sin^2\theta\,(\delta_{ab}-n_an_b),\\
3\langle e_ae_b\rangle-\delta_{ab}&=\frac{3\cos^2\theta-1}{2}\left(3n_an_b-\delta_{ab}\right).
\label{P2}
\end{align}
The second line follows by replacing $\sin^2\theta$ with $1-\cos^2\theta$ and collecting terms. The dipolar part vanishes for $\cos^2\theta=1/3$, which means
\begin{equation}
\omega_1=\sqrt2\,\Delta,\qquad \mathbf n=\frac{(\sqrt2,0,1)}{\sqrt3},\qquad s_{\rm LG}=\cos\theta=\frac1{\sqrt3}.
\end{equation}
The tilt is $54.74^\circ$.

\subsection{(d) WAHUHA}

First find how one pulse acts. Let $f(\beta)=e^{i\beta I_x}I_ze^{-i\beta I_x}$. From $[I_x,I_z]=-iI_y$ and $[I_x,I_y]=iI_z$ one has $f'(0)=I_y$ and $f''=-f$, hence $f=I_z\cos\beta+I_y\sin\beta$. At $\beta=\pi/2$ the pulse $X$ takes $I_z$ to $I_y$, and $-X$ takes it to $-I_y$. In the same way $[I_y,I_z]=iI_x$ shows that $Y$ takes $I_z$ to $-I_x$, and $-Y$ takes it to $I_x$. Pulses about $x$ leave $I_x$ unchanged.

The five windows follow:
\begin{enumerate}
\item Before any pulse, $\mathbf e=\hat{\mathbf z}$ for a time $\tau$.
\item After $X$, $\mathbf e=\hat{\mathbf y}$ for $\tau$.
\item After $-Y$, the latest pulse acts first and gives $I_x$, which $X$ leaves alone. So $\mathbf e=\hat{\mathbf x}$ for $2\tau$.
\item The pulse $Y$ cancels $-Y$. What remains is $X$, so $\mathbf e=\hat{\mathbf y}$ for $\tau$.
\item The pulse $-X$ cancels $X$. The cycle is closed, and $\mathbf e=\hat{\mathbf z}$ for $\tau$.
\end{enumerate}
Each axis is occupied for $2\tau$ out of $6\tau$. In every window one component of $\mathbf e$ is nonzero, so the mixed products vanish and $\langle e_ae_b\rangle=\delta_{ab}/3$. Condition (\ref{cond}) is met, and
\begin{equation}
\bar{\mathbf e}=\tfrac13(1,1,1),\qquad s_{\rm WAHUHA}=\tfrac13\sqrt{1+1+1}=\frac1{\sqrt3}.
\end{equation}

\subsection{(e) MREV-8}

Exchanging $X$ and $-X$ reverses $\mathbf e$ in the two $y$ windows. The second block therefore runs through $z,-y,x,-y,z$ with the same durations. The products $e_ae_b$ are unaffected, so the dipolar average still vanishes. In the linear average over $12\tau$, $z$ and $x$ each contribute $4\tau$, while $y$ contributes $2\tau-2\tau=0$:
\begin{equation}
\bar{\mathbf e}=\tfrac13(1,0,1),\qquad s_{\rm MREV}=\frac{\sqrt2}{3}\approx0.471 .
\end{equation}
This is smaller than the WAHUHA factor $\sqrt3/3$ because the $y$ components of the two blocks cancel.

\subsection{(f) First-order corrections}

For a pulsed cycle, multiply $H$ by a parameter $\lambda$ and write
\begin{equation}
V(\lambda)=\prod_k e^{-i\lambda t_k\tilde H_k}=e^{-i\lambda TH_{\rm eff}(\lambda)},
\end{equation}
where $\tilde H_k$ acts in window $k$ and $H_{\rm eff}(\lambda)$ has the factor $\lambda$ taken out. Inverting $V$ reverses the order of the factors and the signs of the exponents. In WAHUHA the sequence $z,y,x,y,z$ reads the same in both directions, so $V(\lambda)^{-1}=V(-\lambda)$. For small $\lambda$, where the logarithm is unique, this gives $H_{\rm eff}(\lambda)=H_{\rm eff}(-\lambda)$. The first-order term is odd in $\lambda$ and must vanish.

MREV-8 consists of two such blocks, each of length $t_b=6\tau$. Their averages are
\begin{equation}
A=\tfrac13\sum_i\delta_i\,\mathbf a\cdot\mathbf I_i,\qquad B=\tfrac13\sum_i\delta_i\,\mathbf b\cdot\mathbf I_i,
\end{equation}
with $\mathbf a=(1,1,1)$ and $\mathbf b=(1,-1,1)$. Combining the exponentials to second order,
\begin{equation}
e^{-iBt_b}e^{-iAt_b}=\exp\left\{-i(A+B)t_b-\tfrac12t_b^2[B,A]+\dots\right\}.
\end{equation}
Division of the exponent by $-2it_b$ gives the effective Hamiltonian, whose first-order part is $-\tfrac{i}{4}t_b[B,A]=-\tfrac{3i}{2}\tau[B,A]$. Different spins commute, and for one spin $[\mathbf b\cdot\mathbf I,\mathbf a\cdot\mathbf I]=i(\mathbf b\times\mathbf a)\cdot\mathbf I$ with $\mathbf b\times\mathbf a=(-2,0,2)$. Thus
\begin{equation}
\bar H^{(1)}_{\rm MREV}=-\frac{3i\tau}{2}\sum_i\frac{\delta_i^2}{9}\,i\,(2I_{iz}-2I_{ix})=\frac{\tau}{3}\sum_i\delta_i^2\left(I_{iz}-I_{ix}\right).
\label{first}
\end{equation}
It contains no dipolar coupling and is perpendicular to $\mathbf n=(1,0,1)/\sqrt2$.

For Lee-Goldburg, replacing $t$ by $T-t$ in (\ref{LGe}) reverses the $y$ component of $\mathbf e$. The symmetry that protects WAHUHA is absent, and a first-order term is allowed. One isolated spin already shows it. Its total field has length
\begin{equation}
\sqrt{(\omega_e+\delta\cos\theta)^2+\delta^2\sin^2\theta}\approx\omega_e+\delta\cos\theta+\frac{\delta^2\sin^2\theta}{2\omega_e}.
\end{equation}
After subtracting $\omega_e$ and dividing by $\delta$, and with $\sin^2\theta=2/3$, the apparent scale factor is $1/\sqrt3+\delta/(3\omega_e)$.

\subsection{(g) Three protons}

The dipolar constant is $\alpha^2\gamma^2=4.968\times10^{-10}$ eV\,\AA$^3$. For pair 12, $r=2$ \AA\ and $\cos^2\theta_{12}=1$, so (\ref{D}) gives
\begin{equation}
D_{12}=\frac{4.968\times10^{-10}}{2\times8}(1-3)=-6.21\times10^{-11}\ \text{eV}.
\end{equation}
Likewise $D_{13}=3.10\times10^{-11}$ eV and $D_{23}=-5.5\times10^{-12}$ eV. The shift separation of protons 1 and 2 is $1.3\times10^{-11}$ eV, well below $|D_{12}|$. The Lee-Goldburg condition requires $\Delta=5.77\times10^{-10}$ eV and $\omega_1=8.16\times10^{-10}$ eV.

The scaled separations are
\begin{align}
\text{Lee-Goldburg, WAHUHA:}\quad&\frac{1.3\times10^{-11}}{\sqrt3}=7.51\times10^{-12}\ \text{eV}\quad(1815\ \text{Hz}),\\
\text{MREV-8:}\quad&\frac{\sqrt2}{3}\,1.3\times10^{-11}=6.13\times10^{-12}\ \text{eV}\quad(1482\ \text{Hz}).
\end{align}

To judge these values, the numerical check forms $H_{\rm eff}$ from the full three-spin propagator of one cycle and subtracts $\bar H^{(0)}$. The size of an operator is measured here by its largest absolute eigenvalue. For $\bar H^{(0)}$ this is $s\sum_i|\delta_i|/2$, which equals $4.33\times10^{-12}$ eV for $s=1/\sqrt3$ and $3.54\times10^{-12}$ eV for MREV-8. The remainders are:
\begin{itemize}
\item WAHUHA: $1.95\times10^{-14}$ eV, or $0.5\%$ of $\bar H^{(0)}$;
\item MREV-8: $3.18\times10^{-14}$ eV, or $0.9\%$ of $\bar H^{(0)}$;
\item Lee-Goldburg: $2.26\times10^{-12}$ eV, or $52\%$ of $\bar H^{(0)}$.
\end{itemize}
For MREV-8, equation (\ref{first}) predicts a first-order part of size
\begin{equation}
\frac{\sqrt2}{2}\,\frac{(64+25+4)\times10^{-24}}{3\times10^{-9}}=2.19\times10^{-14}\ \text{eV},
\end{equation}
in agreement with the value extracted from the propagators. The rest of the remainder is of higher order.

The Lee-Goldburg cycle is about as long as the WAHUHA cycle, $2\pi$ against $6$ in units of $\tau$, yet its remainder is a hundred times larger than that of WAHUHA with ideal pulses. Its first-order part has size $2.31\times10^{-12}$ eV, close to the whole remainder. The dipolar average does vanish at zeroth order, but in this cluster the first-order term is comparable with the scaled shifts, and the zeroth-order Hamiltonian alone does not give a reliable spectrum. A larger $\omega_e$ reduces this term as $1/\omega_e$. For proton 1 in isolation the correction is mild: the estimate $0.57735+0.008/3=0.58002$ agrees with the computed scale factor, $0.5800$, to four digits.

This comparison rests on the ideal pulses. Here $\tau=0.66\ \mu$s, while a $\pi/2$ pulse at the Lee-Goldburg amplitude ($197$ kHz) lasts $1.27\ \mu$s and would not fit in a window. During a pulse of finite width $\mathbf e$ lies between two axes, so the mixed products $\langle e_ae_b\rangle$ of WAHUHA no longer vanish. With $\pi/2$ pulses of width $0.1\tau$ and no adjustment of the flip angle, the dipolar part left by WAHUHA in this cluster is $1.6\times10^{-12}$ eV, comparable with Lee-Goldburg, while MREV-8 leaves $2\times10^{-14}$ eV.

\section{Variations}

\subsection{A shortened middle window}

Suppose the $2\tau$ window of WAHUHA is cut to $\tau$. What remains of the dipolar term, and what is the scale factor?

The cycle now lasts $5\tau$, with $2\tau$ on $z$, $2\tau$ on $y$ and $\tau$ on $x$. The diagonal averages $\langle e_a^2\rangle$ are $(1,2,2)/5$ for $(x,y,z)$, so $3\langle e_a^2\rangle-1=(-2,1,1)/5$. Each pair is left with
\begin{equation}
-\frac{D_{ij}}{5}\left(3I_{ix}I_{jx}-\mathbf I_i\cdot\mathbf I_j\right).
\end{equation}
One fifth of the coupling survives, with reversed sign and with $x$ as its axis. The mean vector is $(1,2,2)/5$, of length $3/5$. The shifts are scaled down slightly less than before, but the decoupling is lost: it depends on equal times along the three axes.

\subsection{Lee-Goldburg with equal offset and amplitude}

Suppose $\omega_1=\Delta$. What are the two factors, and are protons 1 and 2 still decoupled?

The tilt is $45^\circ$ and $\cos^2\theta=1/2$. Equation (\ref{P2}) gives the dipolar factor $(3/2-1)/2=1/4$, with $\mathbf n$ as the new axis, and the shift scale factor is $1/\sqrt2$. For protons 1 and 2 the remaining coupling is $-6.21\times10^{-11}/4=-1.55\times10^{-11}$ eV, while their scaled separation is $1.3\times10^{-11}/\sqrt2=9.2\times10^{-12}$ eV. The coupling exceeds the shift separation already at zeroth order, so the pair is not decoupled.

\section*{Table of computed values}
\begin{verbatim}
proton gamma = 1.521032e-03 atomic units
dipolar constant alpha^2 gamma^2 = 1.23199e-10 hartree bohr^3
dipolar constant = 4.96777e-10 eV angstrom^3
proton 1: position [0. 0. 0.] angstrom, shift 8.0e-12 eV
proton 2: position [0. 0. 2.] angstrom, shift -5.0e-12 eV
proton 3: position [2. 0. 0.] angstrom, shift 2.0e-12 eV
pair 12: r = 2.0000 angstrom, angle = 0.0 deg, D = -6.2097e-11 eV
pair 13: r = 2.0000 angstrom, angle = 90.0 deg, D = 3.1049e-11 eV
pair 23: r = 2.8284 angstrom, angle = 135.0 deg, D = -5.4887e-12 eV
norm of dipolar Hamiltonian = 6.7335e-11 eV
hbar/tau = 1.0e-09 eV; hbar*omega_e (LG) = 1.0e-09 eV
LG tilt = 54.7356 deg
LG offset = 5.7735e-10 eV, rf amplitude = 8.1650e-10 eV
WAHUHA windows: duration/tau and toggled Iz as (x, y, z)
  1  (0, 0, 1)
  1  (0, 1, 0)
  2  (1, 0, 0)
  1  (0, 1, 0)
  1  (0, 0, 1)
MREV-8 windows: duration/tau and toggled Iz as (x, y, z)
  1  (0, 0, 1)
  1  (0, 1, 0)
  2  (1, 0, 0)
  1  (0, 1, 0)
  1  (0, 0, 1)
  1  (0, 0, 1)
  1  (0, -1, 0)
  2  (1, 0, 0)
  1  (0, -1, 0)
  1  (0, 0, 1)
shift separation of protons 1 and 2, unscaled = 1.3000e-11 eV = 3143.4 Hz
LG: mean vector = (0.47140, 0.00000, 0.33333), scale = 0.577350
  zeroth-order dipolar norm / original = 2.1e-16
  scaled separation = 7.5056e-12 eV = 1814.8 Hz
  exact one-spin scale (proton 1 shift) = 0.580005
  three-spin residue beyond zeroth order, norm = 2.264e-12 eV
  first-order term, norm = 2.312e-12 eV
WAHUHA: mean vector = (0.33333, 0.33333, 0.33333), scale = 0.577350
  zeroth-order dipolar norm / original = 1.5e-16
  scaled separation = 7.5056e-12 eV = 1814.8 Hz
  exact one-spin scale (proton 1 shift) = 0.577344
  three-spin residue beyond zeroth order, norm = 1.954e-14 eV
  first-order term, norm = 2.189e-20 eV
MREV-8: mean vector = (0.33333, 0.00000, 0.33333), scale = 0.471405
  zeroth-order dipolar norm / original = 1.2e-16
  scaled separation = 6.1283e-12 eV = 1481.8 Hz
  exact one-spin scale (proton 1 shift) = 0.471394
  three-spin residue beyond zeroth order, norm = 3.179e-14 eV
  first-order term, norm = 2.192e-14 eV
control, LG tilt 45 deg: dipolar factor = 0.2500
control, WAHUHA middle window tau: dipolar norm / original = 0.2000
\end{verbatim}
